Thermal renormalization of the quadratic coefficient on a quartic polarization grid

**Theorem.** Let one polarization component P_i live on N cubic cells of side h and volume V = h³, with free energy

F = V Σ_i [ (a/2)P_i² + (b/4)P_i⁴ − E P_i ] + (V/2) Σ_ij P_i K_ij P_j,  b > 0,

and statistical weight exp(−F/kT). Let K be symmetric, translation invariant and without effect on a uniform polarization, Σ_j K_ij = 0. Write p = ⟨P_i⟩, δ_i = P_i − p, σ² = ⟨δ_i²⟩ and κ₃ = ⟨δ_i³⟩.

(i) The equation of state is

E = (a + 3bσ²) p + b p³ + b κ₃.

(ii) For weak fluctuations κ₃ is of higher order than σ², so the quadratic coefficient acting on the mean polarization is

a_R = a + 3bσ².

(iii) In the Gaussian approximation with K the gradient and depolarization energy, σ² falls strictly as h grows at fixed uniform stiffness and fixed number of cells. A grid run with the same a at two cell sizes therefore describes two different macroscopic materials.

**Conventions.** The factor 3 belongs to a/2, b/4 and one component. If the energy is written αP² + βP⁴, then a = 2α and b = 4β, and α shifts by (1/2)·3·4βσ² = 6βσ². The coupling K describes a periodic grid between short-circuited electrodes, where uniform P meets no depolarizing field. A spontaneous polarization at E = 0 is understood as the limit of a large grid first and a vanishing positive field second; otherwise the two orientations would average to zero.

**Lemma 1 (mean force).** ⟨∂F/∂P_i⟩ = 0.

Proof. Because b > 0, the weight vanishes as P_i → ±∞, so the integral of its derivative is zero:

0 = ∫ dP₁…dP_N (∂/∂P_i) exp(−F/kT) = −(1/kT) ∫ dP₁…dP_N (∂F/∂P_i) exp(−F/kT).

Division by the partition function gives the claim. ∎

**Proof of (i).** Differentiation of F gives

∂F/∂P_i = V [ aP_i + bP_i³ − E + Σ_j K_ij P_j ].

By translation invariance every cell has the same mean p, so the last term averages to p Σ_j K_ij = 0. Lemma 1 leaves

a p + b⟨P³⟩ = E.

With P = p + δ and ⟨δ⟩ = 0,

⟨P³⟩ = p³ + 3p²⟨δ⟩ + 3p⟨δ²⟩ + ⟨δ³⟩ = p³ + 3pσ² + κ₃.

Insertion gives (i). No expansion in b or kT has been made. ∎

The 3 counts the ways of choosing which factor of P³ supplies the mean while the other two supply a fluctuation. Physically, a fluctuating cell spends time at larger |P|, where the quartic energy is stiffer, and the mean polarization feels that added stiffness.

Two coupled cells show the identity at strong coupling. Take kT = V = 1, a = −0.5, b = 0.8, E = 0.3 and a coupling energy (1/2)(0.5)(P₁ − P₂)². Direct integration for p, σ² and κ₃, put into the right side of (i), returns the field 0.300000000.

**Remark (dynamics).** A relaxational simulation obeys

dP_i/dt = −(Γ/V) ∂F/∂P_i + η_i,  ⟨η_i(t)η_j(t′)⟩ = 2(ΓkT/V) δ_ij δ(t − t′),

whose stationary weight is exp(−F/kT). Averaging over a statistically uniform ensemble gives

dp/dt = −Γ [ (a + 3bσ²)p + bp³ + bκ₃ − E ].

During switching σ² and κ₃ depend on time, so the equilibrium shift is not a constant that can be carried through a reversal.

**Lemma 2 (local variance).** In the self-consistent Gaussian approximation

σ² = (kT/V) mean_k [ 1/A(k) ],  A(k) = m + K(k),  m = a + 3bp² + 3bσ²,

where mean_k is the average over the N wave vectors of the grid. At E = 0 in the polar state, m = 2bp².

Proof. Expand the local energy about p:

(a/2)(p + δ)² + (b/4)(p + δ)⁴ − E(p + δ)
= constant + (ap + bp³ − E)δ + (1/2)(a + 3bp²)δ² + bpδ³ + (b/4)δ⁴.

For Gaussian δ, the best linear stand-in for δ³ is 3σ²δ, since ⟨δ_iδ_j³⟩ = 3σ²⟨δ_iδ_j⟩. The quadratic stand-in for δ⁴ with the same mean curvature, 12σ², is 6σ²δ². The linear coefficient becomes ap + bp³ + 3bpσ² − E, which vanishes by (i) without κ₃. The quadratic one becomes

(1/2)(a + 3bp² + 3bσ²)δ² = (m/2)δ².

With δ_i = N^(−1/2) Σ_k δ_k exp(ik·r_i), the energy is (V/2) Σ_k A(k)|δ_k|². The modes k and −k are complex conjugates, so each pair carries V A(k)|δ_k|² shared by two real amplitudes. Equipartition gives each amplitude the mean square kT/(2VA), hence

⟨|δ_k|²⟩ = kT/[V A(k)].

Real modes give the same value. Since σ² = (1/N) Σ_k ⟨|δ_k|²⟩, the formula follows. At E = 0 and p ≠ 0, the leading equation of state is a + 3bσ² = −bp², so m = 3bp² − bp² = 2bp². ∎

**The coupling.** Nearest-neighbour differences in the gradient energy (g/2)|∇P|² give |exp(ik_jh) − 1|²/h² = k̂_j², with

k̂_j = (2/h) sin(k_jh/2),  k̂² = k̂_x² + k̂_y² + k̂_z².

For polarization along z in an isotropic background permittivity ε_b, Gauss's law, discretized with the same nearest-neighbour differences, gives the field E_k = −k̂ k̂_z P_k/(ε₀ε_b k̂²). Its energy density, −(1/2)E_z P, adds a positive stiffness:

K(k) = g k̂² + s c(k),  s = 1/(ε₀ε_b),  c(k) = k̂_z²/k̂²,  c(0) = 0.

**Lemma 3 (what κ₃ contributes).** To leading order, with G(r) the Gaussian correlation function of δ,

b κ₃/p = −6b² (V/kT) Σ_r G(r)³.

Proof. After the Gaussian part is removed, the odd perturbation in F is V bp Σ_j (δ_j³ − 3σ²δ_j). To first order the weight is multiplied by one minus this divided by kT. Gaussian pairing gives

⟨δ_i³δ_j³⟩ = 6G_ij³ + 9σ⁴G_ij,  ⟨δ_i³ · 3σ²δ_j⟩ = 9σ⁴G_ij.

The second cancels the last part of the first, leaving κ₃ = −6bp(V/kT) Σ_j G_ij³. The even perturbation cannot contribute at first order. ∎

**Proof of (ii).** G is proportional to kT at leading order. Hence 3bσ² is of order kT, whereas bκ₃/p is of order (kT)³/kT = (kT)². The first is the leading shift. ∎

In a paraelectric state, p → 0 turns (i) into the inverse susceptibility

1/χ = a + 3bσ² − 6b²(V/kT) Σ_r G(r)³ + higher orders.

For the two cells with a = 1, b = 0.001 and the same coupling, direct integration gives (1/χ − a)/(3bσ²) = 0.9988. The small remainder is 0.989 times the cubic-correlation term, so both the factor 3 and the sign of the next term are confirmed there.

**Proof of (iii).** Put λ = h²k̂², a pure number for each mode of a grid with a given number of cells. Then

σ² = kT mean_k { 1/[ m h³ + g h λ + s c h³ ] }.

For m > 0 and g > 0 every denominator increases with h, so σ² strictly decreases. Now hold a fixed and suppose that a + 3bσ² were the same at two cell sizes. The leading equation of state would then give the same p at the same E, hence the same m = a + 3bσ² + 3bp². But at equal m the two variances differ, a contradiction. So a + 3bσ² changes with the cell size. ∎

The polarization follows this change. At E = 0 and x = p², the Gaussian equation of state is

a + bx + 3bσ²(m = 2bx, h) = 0.

Define S = (kT/V) mean_k[1/A²]. Since ∂σ²/∂m = −S, the left side has slope b(1 − 6bS) in x. While 6bS < 1, a larger h lowers the left side and the root x must rise. Coarser uncorrected grids are then more strongly polarized.

**Two limits.** For cells far smaller than √(g/m) and √(g/s), the gradient term dominates on a large grid:

σ² → W kT/(g h),  W = ∫ d³q/(2π)³ 1/λ(q),

with q_j = k_jh running over −π to π. Writing 1/λ = ∫₀^∞ exp(−tλ) dt and λ = Σ_j (2 − 2cos q_j) separates the three angular integrals:

W = ∫₀^∞ [ exp(−2t) I₀(2t) ]³ dt = 0.2527.

For cells far larger than both lengths, the gradient term drops out:

σ² → (kT/h³) mean_k [ 1/(m + s c) ].

On a large grid, fine cells thus give a shift proportional to 1/h, coarse cells one proportional to 1/h³. The second law arises because the remaining stiffness m + s c does not depend on h, which leaves only the factor 1/V; the cells are still coupled through the depolarization field.

**Corollary (correction).** Suppose a_R < 0 is the macroscopic coefficient that is to give P_s = √(−a_R/b). Choose

a(h) = a_R − 3bσ_h²,  σ_h² evaluated with m = −2a_R.

Then P_s solves the Gaussian equation of state at every h.

Proof. At p = P_s, bP_s² = −a_R and m = 2bP_s² = −2a_R. Therefore

a(h) + bP_s² + 3bσ_h² = a_R − 3bσ_h² − a_R + 3bσ_h² = 0. ∎

This solution is stable against a uniform change of p only while 6bS < 1. Differentiating m = a + 3bp² + 3bσ² at fixed a gives dσ²/d(p²) = −3bS/(1 + 3bS), hence d(E/p)/d(p²) = b(1 − 6bS)/(1 + 3bS), which must be positive.

For a paraelectric target a_R > 0, the same argument at p = 0 gives the same subtraction with m = a_R. A coefficient already derived for cells of the size used is the bare a and must not be corrected again.

**Remark (the quartic coefficient also moves).** Since σ² depends on p, the shift is not one constant along the whole curve E(p). To leading order m = a + 3bp², so dσ²/d(p²) = −3bS and

d(E/p)/d(p²) = b + 3b(−3bS) = b(1 − 9bS).

In the two-cell case the directly computed change of b is 0.986 times this formula. The small-signal slope in the polar state contains the same effect:

dE/dp = a + 3bσ² + 3bp² − 18b²p²S + higher orders.

Correcting a alone fixes the spontaneous polarization, not the permittivity or the switching field.

**Example: a hot uniaxial ferroelectric.** Take T = 600 K, kT = 51.70 meV, and

a_R = −6.0×10⁸ V m/C,  b = 5.0×10⁹ V m⁵/C³,
g = 2.0×10⁻¹⁰ V m³/C,  ε_b = 7.

The target is P_s = √(0.12) C/m² = 34.64 μC/cm². The uniform stiffness is m = 1.2×10⁹ V m/C and the depolarization stiffness s = 1.61×10¹⁰ V m/C. The lengths √(g/m) and √(g/s) are 0.41 and 0.11 nm, so cells of 0.5 to 1.0 nm lie between the two limits.

For h = 0.5 nm on an 8×8×8 grid, the variance at the target is 74.3 (μC/cm²)², or 7.43×10⁻³ C²/m⁴. Hence

3bσ² = 3 × 5.0×10⁹ × 7.43×10⁻³ = 1.114×10⁸ V m/C,

which is 18.6 % of |a_R|. If a_R is entered uncorrected, a first estimate is

p ≈ 34.64 √(1 − 0.186) = 31.3 μC/cm².

The lower polarization softens the modes and raises the variance to 77.5 (μC/cm²)²; the self-consistent solution is 31.10 μC/cm².

With T, b, g, ε_b and the number of cells held fixed, the three cell sizes give:

h = 0.5 nm: shift 18.6 % of |a_R|; uncorrected p = 31.10 μC/cm²; corrected a = −7.11×10⁸ V m/C.
h = 0.7 nm: shift 9.0 %; uncorrected p = 33.00 μC/cm²; corrected a = −6.54×10⁸ V m/C.
h = 1.0 nm: shift 3.9 %; uncorrected p = 33.96 μC/cm²; corrected a = −6.23×10⁸ V m/C.

From 0.5 to 1.0 nm the variance at the target falls by a factor 74.3/15.4 = 4.8, an average power of h of −2.3, between the −1 of fine cells on a large grid and the −3 of coarse cells. A grid of only 8×8×8 cells never reaches the −1: for very small h its uniform mode, which contributes kT/(N m h³) to the variance, takes over.

Monte Carlo sampling of the full quartic energy, without the Gaussian approximation, gives 31.10 ± 0.02, 33.00 ± 0.01 and 33.95 μC/cm² for the uncorrected grids. The corrected grids give 34.64, 34.62 and 34.64 μC/cm². The middle value lies 0.02 below the target, about two of its standard errors. The spread of 2.9 μC/cm² caused by cell size has shrunk to the level of the sampling error.

The sampled variance gives a separate check of the factor 3. On the uncorrected grids, (−a − bp²)/(3bσ²) is 0.992, 0.988 and 0.998 from the finest to the coarsest cell. By (i), its departure from one is κ₃/(3pσ²), apart from sampling error. For 0.5 nm at the target, Lemma 3 gives bκ₃/p = −1.03×10⁶ V m/C and sampling −1.06×10⁶, about 1 % of the main shift and of the right sign.

**Where the approximation fails.** The Gaussian equation of state drops the third-cumulant term and replaces the true variance by the Gaussian one; both errors in the shift are of order (kT)². It needs |bκ₃/p| ≪ |a_R| and 9bS ≪ 1. On the uncorrected 0.5 nm grid the sampled variance is 0.9 % above the Gaussian value, which largely offsets the third-cumulant term. For the 0.5 nm cell the first ratio is 0.2 %. Here 9bS is 5.8 %, 3.8 % and 2.1 % for the three cells; this is the residual drift of the quartic coefficient. Near the transition both conditions are lost: |a_R| goes to zero while the third-cumulant term of Lemma 3 at fixed h does not, and S grows as m falls. For these parameters the second fails first; for the 0.5 nm cell on the 8×8×8 grid at a_R = −1×10⁸ V m/C the first ratio is about 3 % while 9bS is about 28 %. There a(h) must be found by sampling.

**The real case.** These numbers are in the rough regime of lithium tantalate, a uniaxial ferroelectric with a room-temperature polarization of roughly 50 μC/cm² and a primitive cell about 0.5 nm across. They are round model values, not a fit; g is the least certain, and the results are sensitive to it. For the 0.5 nm cell, g = 1×10⁻¹⁰ V m³/C raises the shift to 25 % of |a_R| and 9bS to 10 %; g = 2.5×10⁻¹¹ V m³/C raises them to 35 % and 23 %, where the Gaussian correction is marginal. A real crystal breaks several assumptions. For the 0.5 nm cell:

Quantum motion: an oscillator of frequency ω has y coth y times its classical variance, y = ħω/(2kT). With a rough 6 THz for the uniform mode and ω ∝ √A, the total variance rises by 14 %, taking the shift from 18.6 to about 21 % of |a_R|.

A sextic term: a force cP⁵ averages to c(p⁵ + 10p³σ² + 15pσ⁴) for Gaussian fluctuations. If cP_s⁴ is a tenth of |a_R|, the added shift is 0.36 times 3bσ² with P_s, b and σ² left at the values above, and about 0.40 times if b is lowered by a tenth so that P_s stays the same. A material with a sizeable sextic coefficient needs this correction too.

Depolarization: it is included here. Leaving it out at the same m would multiply the variance by 1.72, so a shift computed from gradient energy alone would be far too large for this model. The model background is isotropic, ε_b = 7, whereas lithium tantalate has a permittivity of roughly 40 to 50 across the polar axis, which screens oblique modes. With such a transverse value the shift rises from 18.6 to about 23 to 26 % of |a_R|, and the factor falls to about 1.2 to 1.4.

Grid size: sampling the wave vectors on a finer 32×32×32 mesh, displaced from k = 0, lowers the variance by 3.3 %, and still finer meshes by 3.2 %. The subtraction should use the wave vectors and the discretized K(k) of the grid actually run: central differences for the divergence of P and for the field, c = sin²(k_zh)/λ, raise the variance at the target from 74.3 to about 96 (μC/cm²)².

Coupling to strain is left out and not sized; it can change both b and the fluctuation spectrum.

The choice of cell has a second constraint. For a wall parallel to the polar axis, which creates no depolarizing field, the profile P = P_s tanh(x/ℓ) solves gP″ = a_R P + bP³ with ℓ = √(2g/|a_R|) = 0.82 nm. The 1.0 nm cell has the smallest thermal shift but is wider than ℓ and cannot resolve the wall profile. For these parameters, a grid fine enough to begin resolving walls is also one on which the quadratic coefficient needs a correction of about 9 to 19 %. The remaining figures are in the numerical output.

Table of computed values

```
Two cells: field from equation of state (set 0.3) = 0.300000000
Two cells: (1/chi - a)/(3 b s2) = 0.99884
Two cells: next-order term, exact/formula = 0.989
Two cells: quartic change, exact/formula = 0.986
Lattice integral W = 0.25273
Fine-cell variance / [W kT/(g h)] = 0.9903
Coarse-cell exponent of h = -2.9988
Temperature = 600 K, kT = 51.70 meV
Target a = -6.00e+08 V m/C
b = 5.00e+09 V m^5/C^3
g = 2.00e-10 V m^3/C
Background relative permittivity = 7.0
Depolarization stiffness = 1.613e+10 V m/C
Target polarization = 34.64 uC/cm2
Grid = 8 x 8 x 8 cells, acceptance: mean 0.92, lowest chain 0.90
--- cell side 0.5 nm ---
Variance at target = 74.30 (uC/cm2)^2
Shift 3 b s2 = 1.114e+08 V m/C = 18.57 % of |a|
Uncorrected P, formula = 31.10 uC/cm2
Uncorrected P, simulation = 31.10 +- 0.02 uC/cm2
Uncorrected variance, formula = 77.54, simulation = 78.26 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.992
Corrected a = -7.114e+08 V m/C
Corrected P, simulation = 34.64 +- 0.02 uC/cm2
Quartic coefficient drift = -5.80 %
--- cell side 0.7 nm ---
Variance at target = 36.09 (uC/cm2)^2
Shift 3 b s2 = 5.413e+07 V m/C = 9.02 % of |a|
Uncorrected P, formula = 33.00 uC/cm2
Uncorrected P, simulation = 33.00 +- 0.01 uC/cm2
Uncorrected variance, formula = 37.05, simulation = 37.41 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.988
Corrected a = -6.541e+08 V m/C
Corrected P, simulation = 34.62 +- 0.01 uC/cm2
Quartic coefficient drift = -3.76 %
--- cell side 1.0 nm ---
Variance at target = 15.40 (uC/cm2)^2
Shift 3 b s2 = 2.310e+07 V m/C = 3.85 % of |a|
Uncorrected P, formula = 33.96 uC/cm2
Uncorrected P, simulation = 33.95 +- 0.00 uC/cm2
Uncorrected variance, formula = 15.62, simulation = 15.74 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.998
Corrected a = -6.231e+08 V m/C
Corrected P, simulation = 34.64 +- 0.00 uC/cm2
Quartic coefficient drift = -2.07 %
--- neglected effects, 0.5 nm cell ---
Third-cumulant term, formula = -1.03e+06, simulation = -1.06e+06 V m/C
Quantum/classical variance (6 THz mode) = 1.138
Variance without/with depolarization = 1.72
Variance, 32^3 grid / 8^3 grid = 0.967
Sextic shift / (3 b s2), sextic force share 0.1 = 0.36
Domain-wall length sqrt(2g/|a|) = 0.82 nm
```
